# Null Collisions in an Electron Cascade: Proof, Energy Ledger and Errors: a numerical check

```python
"""Null-collision simulation of an electron cascade with continuous soft loss.

Result under test: candidates at constant rate M, accepted with probability
Sigma(E)/M, reproduce the real collision law for every M >= Sigma(E), and
  E0 = live kinetic energy + soft heat + binding energy + residual energy
holds after every event.
Symbols: E kinetic energy (eV), B binding energy and tracking cutoff (eV),
S soft loss (eV/nm), Sigma inverse mean free path (1/nm), W energy transfer,
M majorant (1/nm). Ionization: Thomson law K/(E W^2), B <= W <= (E+B)/2.
The reference for full cascades is a set of deterministic energy equations
that contain the real rates only and know nothing of null events.
"""
import math
import random
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, cumulative_trapezoid, trapezoid
from scipy.stats import chi2_contingency

B = 10.0
S = 4.0
DENSITY = 200.0
EL0, EL_SCALE = 1.0, 20.0
E0 = 80.0
COULOMB = const.e / (4 * math.pi * const.epsilon_0) * 1e9   # eV nm
K = math.pi * DENSITY * COULOMB**2                          # eV^2/nm


def sigma_ion(E):
    return K * (E - B) / (E * B * (E + B))


def sigma_el(E):
    return EL0 / (1 + E / EL_SCALE)


def turn(u, cosine, phi):
    """Unit vector at a given polar cosine and azimuth about u."""
    ux, uy, uz = u
    sine = math.sqrt(max(0.0, 1 - cosine * cosine))
    a, b = sine * math.cos(phi), sine * math.sin(phi)
    d = math.hypot(ux, uy)
    if d < 1e-9:
        return (a, b, math.copysign(cosine, cosine * uz))
    return (cosine * ux + a * uz * ux / d - b * uy / d,
            cosine * uy + a * uz * uy / d + b * ux / d,
            cosine * uz - a * d)


def first_events(E_start, M, n, rng):
    """First real event; kind 0 = reached cutoff, 1 = ionization, 2 = elastic."""
    end = (E_start - B) / S
    s = np.zeros(n)
    kind = np.zeros(n, int)
    nulls = np.zeros(n, int)
    active = np.arange(n)
    while active.size:
        s[active] += rng.exponential(1 / M, active.size)
        out = s[active] >= end
        s[active[out]] = end
        active = active[~out]
        E = E_start - S * s[active]
        pick = rng.random(active.size) * M
        ion = pick < sigma_ion(E)
        el = ~ion & (pick < sigma_ion(E) + sigma_el(E))
        kind[active[ion]] = 1
        kind[active[el]] = 2
        active = active[~(ion | el)]
        nulls[active] += 1
    return s, kind, nulls


def cascade(E_start, M, rng, fault="", log=None):
    """One history. Heat is obtained from geometry, not from energy differences."""
    stack = [(E_start, (0.0, 0.0, 0.0), (0.0, 0.0, 1.0))]
    heat = bound = residual = path = sum_z = sum_r2 = worst = 0.0
    n_ion = n_el = n_null = 0
    while stack:
        E, pos, u = stack.pop()
        alive = True
        while alive:
            before = E
            step = -math.log(1 - rng.random()) / M
            end = (E - B) / S
            stopped = step >= end
            if stopped:
                step = end
            new = (pos[0] + step * u[0], pos[1] + step * u[1],
                   pos[2] + step * u[2])
            moved = math.dist(new, pos)
            pos = new
            path += moved
            heat += S * moved
            E -= S * step
            at_event, W = E, 0.0
            if stopped:
                kind = "stop"
                residual += E
                alive = False
            else:
                pick = rng.random() * M
                ion = sigma_ion(E)
                if pick < ion:
                    kind = "ionize"
                    n_ion += 1
                    sum_z += pos[2]
                    sum_r2 += pos[0]**2 + pos[1]**2 + pos[2]**2
                    W = 1 / (1 / B - rng.random() * (1 / B - 2 / (E + B)))
                    phi = 2 * math.pi * rng.random()
                    u_sec = turn(u, math.sqrt(W / E), phi + math.pi)
                    u = turn(u, math.sqrt((E - W) / E), phi)
                    E_sec = W if fault == "unpaid" else W - B
                    bound += B
                    E -= W
                    if E_sec > B:
                        stack.append((E_sec, pos, u_sec))
                    else:
                        residual += E_sec
                    if E <= B:
                        residual += E
                        alive = False
                else:
                    real_el = pick < ion + sigma_el(E)
                    kind = "elastic" if real_el else "null"
                    n_el += real_el
                    n_null += not real_el
                    if real_el or fault == "scatter":
                        u = turn((0.0, 0.0, 1.0), 2 * rng.random() - 1,
                                 2 * math.pi * rng.random())
            live = (E if alive else 0.0) + sum(item[0] for item in stack)
            total = live + heat + bound + residual
            worst = max(worst, abs(total - E_start))
            if log is not None:
                log.append((kind, before, at_event, W, live, heat, bound,
                            residual, total))
    return (n_ion, n_el, path, residual, sum_z, sum_r2, n_null, worst)


def solve_means(E_end, h):
    """Rows: ionizations, elastic events, path, residual, sum z, sum r^2."""
    n, kc = round(E_end / h), round(B / h)
    half = np.zeros((6, 2 * n + 1))            # values on a half-step grid
    half[3, :2 * kc + 1] = np.arange(2 * kc + 1) * h / 2
    y = half[:, 2 * kc].copy()
    old_source = np.array([0, sigma_el(B), 1, 0, 0, 0], float)
    old_loss = np.array([0, 0, 0, 0, sigma_el(B), 0], float)
    for k in range(kc + 1, n + 1):
        E, j = k * h, k - kc
        W = B + np.arange(j + 1) * h / 2
        weight = K / (E * W**2) * h / 2
        weight[[0, -1]] *= 0.5
        primary = half[:, j:2 * j + 1][:, ::-1]
        secondary = half[:, :j + 1]
        source = (primary + secondary) @ weight
        source[4] = (primary[4] * np.sqrt((E - W) / E)
                     + secondary[4] * np.sqrt(W / E)) @ weight
        source[0] += sigma_ion(E)
        source[1] += sigma_el(E)
        source[2] += 1
        loss = np.full(6, sigma_ion(E))
        loss[4] += sigma_el(E)
        new = np.zeros(6)
        c = h / (2 * S)
        for row in range(6):
            if row == 4:
                source[4] += new[0]
            if row == 5:
                source[5] += 2 * new[4]
            new[row] = (y[row] + c * (old_source[row] + source[row]
                        - old_loss[row] * y[row])) / (1 + c * loss[row])
        half[:, 2 * k - 1] = (y + new) / 2
        half[:, 2 * k] = new
        y, old_source, old_loss = new, source, loss
    return y


def check_mean(sample, expected):
    sample = np.asarray(sample, float)
    error = sample.std(ddof=1) / math.sqrt(sample.size)
    assert abs(sample.mean() - expected) < 4.5 * error, (sample.mean(), expected, error)
    return sample.mean(), error


# Integrated Thomson law, its maximum, and the majorant.
for energy in (12.0, 25.0, 80.0):
    direct = quad(lambda w: K / (energy * w * w), B, (energy + B) / 2)[0]
    assert abs(direct / sigma_ion(energy) - 1) < 1e-9
E_peak = B * (1 + math.sqrt(2))
grid = np.linspace(B, E0, 70001)
assert abs(grid[np.argmax(sigma_ion(grid))] - E_peak) < 0.002
M = sigma_ion(E_peak) + sigma_el(B)
assert np.max(sigma_ion(grid) + sigma_el(grid)) <= M

# The two outgoing directions conserve momentum in the free binary collision.
rnd = random.Random(5)
for _ in range(300):
    u = turn((0.0, 0.0, 1.0), 2 * rnd.random() - 1, 6 * rnd.random())
    f, phi = rnd.random(), 6 * rnd.random()
    p = turn(u, math.sqrt(1 - f), phi)
    q = turn(u, math.sqrt(f), phi + math.pi)
    total_p = math.sqrt(1 - f) * np.array(p) + math.sqrt(f) * np.array(q)
    assert np.max(np.abs(total_p - u)) < 1e-12

print(f"Target density {DENSITY:.0f} /nm^3; B {B:.0f} eV; S {S:.0f} eV/nm")
print(f"Elastic rate at zero energy {EL0:.1f} /nm; scale {EL_SCALE:.0f} eV")
print(f"e^2/(4 pi eps0) {COULOMB:.5f} eV nm; K {K:.2f} eV^2/nm")
print(f"Ionization rate peak {sigma_ion(E_peak):.4f} /nm at {E_peak:.3f} eV")
print(f"Majorant M {M:.4f} /nm")
print(f"At {E0:.0f} eV: ion {sigma_ion(E0):.4f}, elastic {sigma_el(E0):.4f} /nm")

# One flight: compare sampled events with quadrature of the real rates.
E_test, n_flights = 15.0, 200000
end = (E_test - B) / S
path_grid = np.linspace(0, end, 4001)
energy_grid = E_test - S * path_grid
ion_rate = sigma_ion(energy_grid)
rate = ion_rate + sigma_el(energy_grid)
tau = cumulative_trapezoid(rate, path_grid, initial=0)
survival = np.exp(-tau)
s, kind, nulls = first_events(E_test, M, n_flights, np.random.default_rng(11))
print(f"FLIGHT from {E_test:.0f} eV, {n_flights} samples, cutoff at {end:.3f} nm")
print(f"Start rates: ion {ion_rate[0]:.4f}, total {rate[0]:.4f} /nm")
for fraction in (0.2, 0.5, 0.8):
    x = fraction * end
    exact = np.interp(x, path_grid, survival)
    got, err = check_mean(s > x, exact)
    print(f"Survival at {x:.3f} nm: integral {exact:.5f}, sampled {got:.5f}")
got, err = check_mean(kind == 0, survival[-1])
print(f"Reach cutoff: integral {survival[-1]:.5f}, sampled {got:.5f}")
exact = trapezoid(ion_rate * survival, path_grid)
got, err = check_mean(kind == 1, exact)
print(f"First real event ionizes: integral {exact:.5f}, sampled {got:.5f}")
series = 0.0
for count in range(31):
    term = np.exp(-M * path_grid) * (M * path_grid - tau)**count / math.factorial(count)
    series = series + term
    if count < 3:
        exact = trapezoid(rate * term, path_grid)
        got, err = check_mean((kind > 0) & (nulls == count), exact)
        print(f"{count} nulls then real: integral {exact:.5f}, sampled {got:.5f}")
assert np.max(np.abs(series - survival)) < 1e-10
exact = trapezoid((M - rate) * survival, path_grid)
got, err = check_mean(nulls, exact)
print(f"Mean nulls per flight: integral {exact:.5f}, sampled {got:.5f}")
frozen = math.exp(-rate[0] * end)
assert abs(frozen - survival[-1]) > 0.02
print(f"Reach cutoff if start rate is frozen: {frozen:.5f}")
small_M = 0.5 * rate[0]
s_bad, kind_bad, _ = first_events(E_test, small_M, n_flights, np.random.default_rng(12))
clipped = math.exp(-trapezoid(np.minimum(rate, small_M), path_grid))
got, err = check_mean(kind_bad == 0, clipped)
assert abs(got - survival[-1]) > 10 * err
print(f"Too small M {small_M:.4f} /nm: clipped {clipped:.5f}, sampled {got:.5f}")

# Full cascades with two majorants against the deterministic equations.
means = solve_means(E0, 0.05)
coarse = solve_means(E0, 0.1)
assert np.max(np.abs(coarse / means - 1)) < 1e-3
closure = S * means[2] + B * means[0] + means[3]
assert abs(closure - E0) < 2e-3
n_hist = 30000
runs = []
for factor, seed in ((1.0, 21), (2.5, 22)):
    rnd = random.Random(seed)
    data = np.array([cascade(E0, factor * M, rnd) for _ in range(n_hist)])
    assert data[:, 7].max() < 1e-10
    candidates = data[:, 0] + data[:, 1] + data[:, 6]
    check_mean(candidates - factor * M * data[:, 2], 0.0)
    runs.append(data)
print(f"CASCADE from {E0:.0f} eV, {n_hist} histories each for M and 2.5 M")
print("Mean per history: equation | M (std error) | 2.5 M (std error)")
labels = ("Ionizations", "Elastic events", "Path, nm", "Residual, eV",
          "Sum of z, nm", "Sum of r^2, nm^2")
for row, label in enumerate(labels):
    a, ea = check_mean(runs[0][:, row], means[row])
    b, eb = check_mean(runs[1][:, row], means[row])
    print(f"{label}: {means[row]:.4f} | {a:.4f} ({ea:.4f}) | {b:.4f} ({eb:.4f})")
print(f"Null events: M {runs[0][:, 6].mean():.3f}, 2.5 M {runs[1][:, 6].mean():.3f}")
histograms = np.array([np.bincount(d[:, 0].astype(int), minlength=12)[:12] for d in runs])
histograms = histograms[:, histograms.sum(axis=0) >= 20]
p_value = chi2_contingency(histograms)[1]
assert p_value > 1e-3
print(f"Same ionization-number distribution, chi-square p: {p_value:.3f}")
blur = math.sqrt(means[5] / means[0])
blur_mc = [math.sqrt(d[:, 5].sum() / d[:, 0].sum()) for d in runs]
print(f"Rms blur, nm: equation {blur:.4f}, M {blur_mc[0]:.4f}, 2.5 M {blur_mc[1]:.4f}")
print(f"Energy per ionization E0/N: {E0 / means[0]:.3f} eV")
print(f"Mean heat {S * means[2]:.3f}, binding {B * means[0]:.3f}, "
      f"residual {means[3]:.3f} eV")
print(f"Largest ledger error {max(d[:, 7].max() for d in runs):.1e} eV")

# Faults: one is invisible to the energy ledger, the other is caught by it.
rnd = random.Random(31)
scatter = np.array([cascade(E0, M, rnd, "scatter") for _ in range(6000)])
error = scatter[:, 5].std() / math.sqrt(len(scatter))
assert scatter[:, 7].max() < 1e-10
assert abs(scatter[:, 5].mean() - means[5]) > 6 * error
check_mean(scatter[:, 0], means[0])
blur_bad = math.sqrt(scatter[:, 5].sum() / scatter[:, 0].sum())
print(f"Nulls that scatter: blur {blur_bad:.4f} nm, "
      f"ledger error {scatter[:, 7].max():.1e} eV")
unpaid = np.array([cascade(E0, M, rnd, "unpaid") for _ in range(500)])
assert np.max(np.abs(unpaid[:, 7] - B * unpaid[:, 0])) < 1e-9
assert unpaid[:, 0].sum() > 0
print(f"Binding not charged: mean ledger error {unpaid[:, 7].mean():.2f} eV")

# A short history selected because it contains all four kinds of event.
E_log = 40.0
for seed in range(20000):
    log = []
    cascade(E_log, M, random.Random(seed), log=log)
    if len(log) <= 8 and {row[0] for row in log} == {"null", "elastic", "ionize", "stop"}:
        break
else:
    raise AssertionError("no suitable short history")
print(f"LEDGER of a selected {E_log:.0f} eV history, all in eV")
print("event: E start, E at event, W | live, heat, binding, residual | total")
for name, before, at_event, W, live, heat, bound, residual, total in log:
    assert abs(total - E_log) < 1e-10
    print(f"{name}: {before:.3f}, {at_event:.3f}, {W:.3f} | {live:.3f}, "
          f"{heat:.3f}, {bound:.3f}, {residual:.3f} | {total:.3f}")
print("OK")
```

Printed output:

```
Target density 200 /nm^3; B 10 eV; S 4 eV/nm
Elastic rate at zero energy 1.0 /nm; scale 20 eV
e^2/(4 pi eps0) 1.43996 eV nm; K 1302.82 eV^2/nm
Ionization rate peak 2.2353 /nm at 24.142 eV
Majorant M 2.9019 /nm
At 80 eV: ion 1.2666, elastic 0.2000 /nm
FLIGHT from 15 eV, 200000 samples, cutoff at 1.250 nm
Start rates: ion 1.7371, total 2.3085 /nm
Survival at 0.250 nm: integral 0.57293, sampled 0.57269
Survival at 0.625 nm: integral 0.27375, sampled 0.27418
Survival at 1.000 nm: integral 0.15529, sampled 0.15597
Reach cutoff: integral 0.12241, sampled 0.12248
First real event ionizes: integral 0.60607, sampled 0.60328
0 nulls then real: integral 0.68711, sampled 0.68717
1 nulls then real: integral 0.14584, sampled 0.14638
2 nulls then real: integral 0.03425, sampled 0.03355
Mean nulls per flight: integral 0.43527, sampled 0.43446
Reach cutoff if start rate is frozen: 0.05582
Too small M 1.1543 /nm: clipped 0.24874, sampled 0.24884
CASCADE from 80 eV, 30000 histories each for M and 2.5 M
Mean per history: equation | M (std error) | 2.5 M (std error)
Ionizations: 4.5178 | 4.5082 (0.0036) | 4.5122 (0.0036)
Elastic events: 1.0357 | 1.0372 (0.0064) | 1.0462 (0.0065)
Path, nm: 2.8642 | 2.8686 (0.0064) | 2.8718 (0.0064)
Residual, eV: 23.3657 | 23.4434 (0.0329) | 23.3908 (0.0328)
Sum of z, nm: 4.9540 | 4.9367 (0.0202) | 4.9445 (0.0202)
Sum of r^2, nm^2: 11.6640 | 11.6275 (0.0703) | 11.6912 (0.0702)
Null events: M 2.760, 2.5 M 15.246
Same ionization-number distribution, chi-square p: 0.415
Rms blur, nm: equation 1.6068, M 1.6060, 2.5 M 1.6097
Energy per ionization E0/N: 17.708 eV
Mean heat 11.457, binding 45.178, residual 23.366 eV
Largest ledger error 7.1e-14 eV
Nulls that scatter: blur 1.1940 nm, ledger error 4.3e-14 eV
Binding not charged: mean ledger error 69.04 eV
LEDGER of a selected 40 eV history, all in eV
event: E start, E at event, W | live, heat, binding, residual | total
elastic: 40.000, 38.656, 0.000 | 38.656, 1.344, 0.000, 0.000 | 40.000
null: 38.656, 36.799, 0.000 | 36.799, 3.201, 0.000, 0.000 | 40.000
ionize: 36.799, 36.759, 21.732 | 26.759, 3.241, 10.000, 0.000 | 40.000
ionize: 15.026, 11.840, 10.411 | 11.732, 6.427, 20.000, 1.840 | 40.000
null: 11.732, 10.651, 0.000 | 10.651, 7.509, 20.000, 1.840 | 40.000
elastic: 10.651, 10.633, 0.000 | 10.633, 7.527, 20.000, 1.840 | 40.000
stop: 10.633, 10.000, 0.000 | 0.000, 8.160, 20.000, 11.840 | 40.000
OK
```
